How the Brooks term compares with Hund and Hartree-Fock energies, part 2

The Brooks term, −B L²/2 for a d shell and −E³ L²/2 for an f shell, is added to spin-density functionals. It is compared here with the Coulomb energies of one shell lⁿ: N = 2l+1 orbitals per spin, one radial function, no spin-orbit coupling or crystal field. Angular momenta are in units of ħ, Slater integrals F^k in joules, and C^k_q = √(4π/(2k+1)) Y_kq. With ν electrons in the open spin channel, the maximum-spin states have mean energy E_av = ν(ν−1)W/2, where W is the mean same-spin pair energy.

d: W = F⁰ − (F² + F⁴)/14; B = F₂ − 5F₄, F₂ = F²/49, F₄ = F⁴/441
f: W = F⁰ − (2/45)F² − (1/33)F⁴ − (50/1287)F⁶; E³ = (5F₂ + 6F₄ − 91F₆)/3, F₂ = F²/225, F₄ = F⁴/1089, F₆ = 25F⁶/184041

For d, with 𝐋² having eigenvalues L(L+1),

H − E_av = −(3/2)B[𝐋² − (3/2)ν(5−ν)].  (2)

Relative to W, a same-spin d pair has energy −(9/2)B − 3B l₁·l₂. The f² terms P, F, H have 33E³, 0, −9E³ and l₁·l₂ = −11, −6, +3.

Hartree-Fock (HF) is exact for the Hund determinant. An equal-weight fit of −cL²E³ to the f Hund energies gives c = 0.490.

For the density matrix ρ = Σ_K ρ_K of one spin channel, split into ranks K with ‖ρ_K‖² = Tr ρ_K², the HF energy is

E[ρ] = (W/2)[(Tr ρ)² − Tr ρ²] + Σ_K c_K ‖ρ_K‖².  (4)

d, K = 1 to 4: c_K/B = −5.25, 6.75, 2.25, −3.75
f, K = 1 to 6: c_K/E³ = −16.5, 16.5, 0, 6, 4.5, −10.5

A pure rank-1 distortion with M = ⟨L_z⟩ gives

d: E₂ = −[W/20 + (21/40)B] M²
f: E₂ = −[W/56 + (33/56)E³] M²

The question now is whether M is the total orbital moment or that of each spin.

**A.** Of each spin, in HF. Opposite spins interact through the direct term only, which is Σ_k F^k Σ_q Tr(ρ↑C^k_q)* Tr(ρ↓C^k_q). The ranks k are even and the trace of a product of different ranks vanishes, so rank-1 parts do not couple; the program tests this. The energy goes as M↑² + M↓², not (M↑ + M↓)². The same argument shows that the same-spin rank-1 energy comes wholly from exchange. For Hund states of a free ion only one channel is open and the distinction is empty, which is why term energies cannot decide it.

**Q.** Now I have a puzzle. HF is exact for the Hund determinant and gives zero for d¹. The rank-1 formula gives −(21/40)·4B for the same state, and a much larger W term besides. Which is right?

**A.** Both, because the determinant is not a pure rank-1 distortion. Take the W term first. For any determinant Tr ρ² = ν, so the first term of (4) is ½ν(ν−1)W = E_av, the same for all determinants. Its rank-1 piece −W M²/(2 Tr l_z²) is one part of −(W/2)Σ_K‖ρ_K‖², which treats all ranks alike. Summed over K ≥ 1 it measures the gain relative to the spherical fractional matrix ρ = ν/N, and it drives the occupations towards integers, whether through an orbital moment or through a charge multipole.

The second term of (4) is then E − E_av. Its rank-1 part is −(21/40)L²B or −(33/56)L²E³, and the ranks K ≥ 2 make up the rest:

d, L = 2: −2.100 + 2.100 = 0
d, L = 3: −4.725 + 0.225 = −4.5
f, L = 3: −5.304 + 5.304 = 0
f, L = 5: −14.732 + 5.732 = −9
f, L = 6: −21.214 + 0.214 = −21

The program evaluates the ranks separately and tests that their sum is the exact value. For one electron the higher ranks cancel rank 1 completely, because direct and exchange energies of an electron with itself cancel only when all multipoles are kept. A functional that keeps rank 1 alone gives a single electron an interaction with its own current: the Brooks values −2B and −4.5E³ at ν = 1 are self-interaction. Near half filling of the channel the higher ranks nearly cancel among themselves, positive and negative c_K both being present, and rank 1 alone differs from the exact value by 5% of it for d² and d³ and by about 1% of it for f³ and f⁴.

So the Brooks term approximates the Racah part of the rank-1 HF energy and drops two things, the ranks K ≥ 2 and the W term. For a weakly polarised itinerant shell the first omission is harmless when the higher multipoles of ρ are small compared with the rank-1 part. A small moment does not guarantee this. If a d moment is carried by xz ± i yz alone, δρ = x·diag(0, −1, 0, 1, 0) for m = −2 to 2 and M = 2x. Then ‖ρ₁‖² = (2x)²/10 = 0.4x² and the remaining 1.6x² is rank 3, so the Racah energy is (−5.25·0.4 + 2.25·1.6)x²B = +1.5x²B = +(3/8)BM², opposite in sign to the Brooks term. The second is harmless only if the effective W is small. The orbital shift ∂E/∂n_m is −B M m in the Brooks form and −(W/10 + 21B/20) M m in HF. The W term equals the whole Brooks term when W/20 = B/2 or W/56 = E³/2, that is at W = 10B or W = 28E³. How far W is screened in a solid lies outside this model.

**Q.** In a ligand field the real question is different. The field prefers real orbitals with ⟨L⟩ = 0. Does the Brooks energy measure what the repulsion gains when the moment is restored?

**A.** It does not, for integer-filled shells described by one determinant. On real functions l = −i r×∇ is i times a real operator, so in a real orthonormal basis each l_α is imaginary and, being Hermitian, antisymmetric. Diagonal elements vanish and any determinant of real orbitals has ⟨**L**⟩ = 0. For a pair of orthonormal orbitals a, b, direct minus exchange gives

⟨l₁·l₂⟩ = ⟨a|l|a⟩·⟨b|l|b⟩ − l_ab²,  l_ab² = Σ_α |⟨a|l_α|b⟩|²,

and for real orbitals only −l_ab² is left. For d the pair energy relative to W is then

(−9/2 + 3 l_ab²) B.

For f the F weight is needed. Write a two-electron orbital state as a matrix ψ in the real basis. A rotation acts as ψ → RψRᵀ = RψR⁻¹, since R is real orthogonal. The three real antisymmetric matrices i l_α transform under this as a vector, so i l_α/√28 are the normalised P states. The determinant is ψ = (abᵀ − baᵀ)/√2, its overlap with a P state is √2 aᵀ(i l_α)b/√28, and the P weight is w_P = l_ab²/14. Now evaluate l₁·l₂ through the weights, with w_H = 1 − w_P − w_F:

−11w_P − 6w_F + 3(1 − w_P − w_F) = 3 − 14w_P − 9w_F.

This must equal −l_ab² = −14w_P, so w_F = 1/3 for every real pair. The pair energy relative to W is 33w_P − 9(2/3 − w_P) = −6 + 42w_P, that is

(−6 + 3 l_ab²) E³.

Both pair formulas and the weight 1/3 are tested on random real orbitals.

For d², take e_g², the m = 0 orbital and the cos 2φ orbital. The operators l_x, l_y change m by one, and l_z annihilates m = 0, so l_ab = 0 and the energy is −4.5B, the exact ³F value, with no moment at all. For d³, take t₂g³. Acting on xz, l_z gives i yz, l_x gives −i xy and l_y gives −i(z² − x²), so the pair (xz, yz) has l_ab² = 1, and by cyclic symmetry so do the others. The sum is 3(−9/2 + 3)B = −4.5B, again exact. No determinant can lie below the lowest eigenvalue, so these are the minima, and the gain from unquenching is zero where the Brooks form offers 4.5B. A real determinant has only even ranks, because a real symmetric ρ is even under time reversal, and the negative c₄ is the only even-rank coefficient that can supply the lowering. The octahedral case t₂g² is similar. The pair (xz, yz) has −1.5B and M = 0. The pair of xy with (xz + i yz)/√2 has M = 1, no direct term because xy carries no moment, and l_ab² = (1 + 1)/2 = 1, hence also −1.5B.

For f², l_ab = 0 is reached by the same choice, m = 0 and cos 2φ, so the best real determinant has −6E³ against the exact −9E³. The gain is 3E³; the Brooks form offers 12.5E³. For f³ the three pairs give the lower bound −18E³.

**Q.** A bound is not a value. Can three real f orbitals have l_ab = 0 for all three pairs?

**A.** The numerical minimisation over real determinants returns −18.0000E³, so the bound appears to be reached, and an explicit set confirms it. Take the cubic harmonics x₁ = x(5x² − 3r²) and x₂ = x(y² − z²), with y₁ = y(5y² − 3r²), y₂ = y(z² − x²) and the z functions from cyclic permutation. With D = x∂_y − y∂_x = i l_z,

D x₁ = −15x²y + 3yr² = (3/2)y₁ + (15/2)y₂
D x₂ = 2x²y − y³ + yz² = −(1/2)y₁ − (1/2)y₂

as matching the coefficients of y³, x²y and z²y shows. The sphere averages ⟨x²⟩ = 1/3, ⟨x⁴⟩ = 1/5, ⟨x⁶⟩ = 1/7, ⟨x²y⁴⟩ = 3/105 and ⟨x²y²z²⟩ = 1/105 give squared norms 25/7 − 6 + 3 = 60/105 for x₁ and (3 + 3 − 2)/105 = 4/105 for x₂, in the ratio 15. The two are orthogonal, being even and odd under y ↔ z. For normalised functions the elements of D are 3/2 (y₁,x₁), −1/2 (y₂,x₂), +√15/2 (y₂,x₁) and −√15/2 (y₁,x₂). Let a_x = cos θ x̂₁ + sin θ x̂₂, and likewise a_y, a_z. The cross terms cancel and

⟨a_y|D|a_x⟩ = (3/2)cos²θ − (1/2)sin²θ,

which vanishes at tan²θ = 3. The other components vanish by reflection parity: a_y is odd in y only, while l_x a_x is odd in all three coordinates and l_y a_x is odd in z only. The same parities make the three orbitals orthogonal, and cyclic symmetry covers the other two pairs. So −18E³ is attained, and the gain from unquenching f³ is 21 − 18 = 3E³, against 18E³ from the Brooks form.

None of this contradicts the rank-1 result. The two comparisons have different starting points. From a nearly spherical fractional ρ, a rank-1 moment in a d shell changes the HF energy by −[W/20 + (21/40)B]M². From the best real determinant, the even ranks have already collected all (d) or most (f) of the Hund energy. Whether a local spin-density functional collects that even-rank part correctly is not examined here.

**Q.** Put numbers on it for real ions. How are B and E³ obtained?

**A.** From a local-density radial function. The ions are free Co²⁺, [Ar]3d⁷, and Nd³⁺, [Xe]4f³, treated nonrelativistically in the spherical, spin-restricted, exchange-only local density approximation, where the exchange potential is −(e²/4πε₀)(3ρ_e/π)^(1/3) for electron density ρ_e. The radial functions are expanded in even-tempered Gaussians r^(l+1)exp(−αr²). The energy unit is e²/(4πε₀a₀) = 4.359745×10⁻¹⁸ J, with a₀ = 5.291772×10⁻¹¹ m. Three tests guard the numbers. Exchange-only LDA has a potential energy that scales as inverse length, so the virial ratio −V/T must be 2; it is printed as 2.000000 for both ions. A denser basis must reproduce each F^k within 0.2% of its value. The Slater-integral routine must match an incomplete-gamma-function evaluation for nodeless exponential orbitals. The arithmetic below carries four or five figures so that it can be followed; the results deserve no more than three as statements about this model.

Co²⁺ has ⟨r⟩ = 5.41×10⁻¹¹ m for 3d, and F⁰ = 3.9771×10⁻¹⁸ J, F² = 1.8075×10⁻¹⁸ J, F⁴ = 1.1182×10⁻¹⁸ J. Then

B = 1.8075×10⁻¹⁸/49 − 5×1.1182×10⁻¹⁸/441 = (3.6888 − 1.2678)×10⁻²⁰ = 2.421×10⁻²⁰ J = 0.151 eV
W = 3.9771×10⁻¹⁸ − 2.9257×10⁻¹⁸/14 = 3.768×10⁻¹⁸ J

The open channel has ν = 2 and L = 3. Diagonalising the whole d⁷ configuration, all spins included, gives a ground level of degeneracy 28 = 4×7, which is ⁴F, at the energy predicted by (2); this tests Hund's first rule for these parameters, which the derivation assumed. The energies are

exact = HF: −4.5B = −1.09×10⁻¹⁹ J = −0.680 eV
Brooks: −B·9/2 = −1.09×10⁻¹⁹ J = −0.680 eV, error zero
HF rank 1, B part: −(21/40)·9B = −4.725B = −1.144×10⁻¹⁹ J
HF rank 1, W part: −(9/20)W = −1.696×10⁻¹⁸ J
best quenched determinant: −1.09×10⁻¹⁹ J, gain on unquenching zero

Nd³⁺ has ⟨r⟩ = 4.92×10⁻¹¹ m for 4f, and F⁰ = 4.3450×10⁻¹⁸ J, F² = 2.0533×10⁻¹⁸ J, F⁴ = 1.2855×10⁻¹⁸ J, F⁶ = 9.2402×10⁻¹⁹ J. The reduced integrals are F₂ = F²/225 = 9.126×10⁻²¹ J, F₄ = F⁴/1089 = 1.1804×10⁻²¹ J, F₆ = 25F⁶/184041 = 1.2552×10⁻²² J, so

E³ = (4.5629 + 0.7083 − 1.1422)×10⁻²⁰/3 = 1.376×10⁻²⁰ J = 0.0859 eV
W = 4.3450×10⁻¹⁸ − (0.0913 + 0.0390 + 0.0359)×10⁻¹⁸ = 4.179×10⁻¹⁸ J

The ground level of the full f³ configuration has degeneracy 52 = 4×13, which is ⁴I with L = 6, and

exact = HF: −21E³ = −2.89×10⁻¹⁹ J = −1.80 eV
Brooks: −18E³ = −2.48×10⁻¹⁹ J = −1.55 eV, above the exact value by 3E³ = 4.13×10⁻²⁰ J
HF rank 1, E³ part: −(33/56)·36E³ = −2.92×10⁻¹⁹ J
HF rank 1, W part: −(36/56)W = −2.69×10⁻¹⁸ J
best quenched determinant: −2.48×10⁻¹⁹ J; unquenching lowers it by 4.13×10⁻²⁰ J = 0.258 eV

The program and its output are printed after this exchange.

**Q.** For Nd³⁺ the Brooks energy and the best quenched energy are the same number. Is that a hidden identity?

**A.** No. One is −L²/2 with L = 6 and the other is three pairs at −6 each; both equal −18. For f² the same two formulas give −12.5 and −6. They also refer to opposite states: the Brooks form assigns −18E³ to the state with full moment and zero to the quenched one.

**Q.** The W parts are ten times larger than everything else. Does that not make the whole Racah discussion irrelevant?

**A.** It depends on the regime. These W are unscreened free-ion values, with W/B = 156 and W/E³ = 304, far above the break-even ratios 10 and 28. In energy the break-even values are 10B = 2.42×10⁻¹⁹ J = 1.51 eV for Co²⁺ and 28E³ = 3.85×10⁻¹⁹ J = 2.41 eV for Nd³⁺. By (4) the interaction favours every multipole of ρ once W/2 exceeds the largest c_K, that is W > 13.5B for d and W > 33E³ for f. If the effective W of a solid lies well above these values and above the bandwidth, HF drives ρ towards a projector. The W term then takes nearly the same value for every candidate state, and the choice among them is made by the Racah part with all its ranks, together with the ligand field and spin-orbit coupling. A rank-1 term alone is then unreliable, as the one-electron and real-orbital cases show. If the effective W lies well below the break-even value and the departure of ρ from spherical is mainly of rank 1, the rank-1 Racah term is the larger part of the interaction energy quadratic in M (it still competes with the band-energy cost of the moment, which this model does not contain), and 1/2 is close to the HF 0.525 or 0.589. In between, the W term and the Brooks term are comparable, and for a rank-1 distortion the Brooks term underestimates the HF orbital splitting.

**Q.** What else could change these conclusions?

**A.** The rational coefficients depend only on the single-shell Coulomb model. They fail when the radial function depends on m, since the pairs of one spin channel then no longer share one set of F^k, and when other configurations mix in, since HF is then no longer exact for the Hund state. A radial function that differs only between the two spins leaves them intact: each channel then has its own F^k, and so its own W and B or E³, and a full channel still acts on the other through a spherical field. The values of B and E³ depend on the level of theory: relativity, correlation and covalency, all left out here, alter the F^k, so the joule figures are not predictions of spectra. Spin-orbit coupling is absent from H; it breaks the separation of the spin channels and itself produces a moment. A functional that keeps only the negative rank-1 term amplifies that moment, but full HF need not: for a single electron direct and exchange energies cancel, provided the spin-off-diagonal blocks of ρ are kept in the exchange, and the repulsion leaves the induced moment unchanged. The fitted 0.490 depends on equal weighting of the fillings: a match at L = 5 alone would give 9/25 and at L = 6 alone 21/36. Finally, the quadratic law for fractional M is a mean-field statement. An exact atomic ³F level is degenerate in M_L, by (2), so its energy does not depend on ⟨L_z⟩ at all, and the dependence on ⟨L_z⟩ in a functional reflects how that functional represents the state, not a splitting within the term.

Table of computed values

```
d2 max-spin terms, (E-Eav)/B: L1:10.5 L3:-4.5
d1 L=2 /B: exact=HF 0.000 Brooks -2.000 rank1 -2.100 rank>=2 2.100
d2 L=3 /B: exact=HF -4.500 Brooks -4.500 rank1 -4.725 rank>=2 0.225
d3 L=3 /B: exact=HF -4.500 Brooks -4.500 rank1 -4.725 rank>=2 0.225
d4 L=2 /B: exact=HF 0.000 Brooks -2.000 rank1 -2.100 rank>=2 2.100
d5 L=0 /B: exact=HF 0.000 Brooks 0.000 rank1 0.000 rank>=2 0.000
d least-squares c in -c L^2 B: 0.41753 (dimensionless)
d c_K/B, K=1..4: -5.250 6.750 2.250 -3.750
d HF rank-1 coefficient of -M^2: 0.52500 B + 0.05000 W; Tr lz^2 = 10
d2 best real (L quenched) determinant /B: -4.5000; gain on unquenching 0.0000
d3 best real (L quenched) determinant /B: -4.5000; gain on unquenching 0.0000
f2 max-spin terms, (E-Eav)/E3: L1:33 L3:0 L5:-9
f3 max-spin terms, (E-Eav)/E3: L0:0 L2:33 L3:0 L4:12 L6:-21
f1 L=3 /E3: exact=HF 0.000 Brooks -4.500 rank1 -5.304 rank>=2 5.304
f2 L=5 /E3: exact=HF -9.000 Brooks -12.500 rank1 -14.732 rank>=2 5.732
f3 L=6 /E3: exact=HF -21.000 Brooks -18.000 rank1 -21.214 rank>=2 0.214
f4 L=6 /E3: exact=HF -21.000 Brooks -18.000 rank1 -21.214 rank>=2 0.214
f5 L=5 /E3: exact=HF -9.000 Brooks -12.500 rank1 -14.732 rank>=2 5.732
f6 L=3 /E3: exact=HF 0.000 Brooks -4.500 rank1 -5.304 rank>=2 5.304
f7 L=0 /E3: exact=HF 0.000 Brooks 0.000 rank1 0.000 rank>=2 0.000
f least-squares c in -c L^2 E3: 0.49001 (dimensionless)
f c_K/E3, K=1..6: -16.500 16.500 -0.000 6.000 4.500 -10.500
f HF rank-1 coefficient of -M^2: 0.58929 E3 + 0.01786 W; Tr lz^2 = 28
f real pair, F weight: 0.33333 (dimensionless)
f2 best real (L quenched) determinant /E3: -6.0000; gain on unquenching -3.0000
f3 best real (L quenched) determinant /E3: -18.0000; gain on unquenching -3.0000
a0 = 5.291772e-11 m; e^2/(4 pi eps0 a0) = 4.359745e-18 J; 1 eV = 1.602177e-19 J
Co2+: virial -V/T = 2.000000; <r> = 5.4144e-11 m; L = 3; ground degeneracy 28
Co2+: F0=3.9771e-18 F2=1.8075e-18 F4=1.1182e-18 J
Co2+: W = 3.7681e-18 J; B = 2.4210e-20 J = 0.1511 eV; W/B = 155.6
Co2+: exact = HF Hund E-Eav = -1.0895e-19 J = -0.6800 eV
Co2+: Brooks = -1.0895e-19 J = -0.6800 eV; Brooks-exact = 0.0000e+00 J
Co2+: HF rank-1 at M=L: B part -1.1439e-19 J; W part -1.6957e-18 J
Co2+: W at which W term equals Brooks = 2.4210e-19 J = 1.5111 eV
Co2+: best quenched E-Eav = -1.0895e-19 J; unquenching gain = 0.0000e+00 J = 0.0000 eV
Nd3+: virial -V/T = 2.000000; <r> = 4.9204e-11 m; L = 6; ground degeneracy 52
Nd3+: F0=4.3450e-18 F2=2.0533e-18 F4=1.2855e-18 F6=9.2402e-19 J
Nd3+: W = 4.1789e-18 J; E3 = 1.3763e-20 J = 0.0859 eV; W/E3 = 303.6
Nd3+: exact = HF Hund E-Eav = -2.8903e-19 J = -1.8040 eV
Nd3+: Brooks = -2.4774e-19 J = -1.5463 eV; Brooks-exact = 4.1290e-20 J
Nd3+: HF rank-1 at M=L: E3 part -2.9198e-19 J; W part -2.6865e-18 J
Nd3+: W at which W term equals Brooks = 3.8537e-19 J = 2.4053 eV
Nd3+: best quenched E-Eav = -2.4774e-19 J; unquenching gain = -4.1290e-20 J = -0.2577 eV
```
